\section*{Area under the electric modulus peak of a conducting Debye dielectric}

\section*{Problem}

A dielectric has one Debye relaxation and a frequency-independent dc conductivity $\sigma$. With fields varying as $e^{+i\omega t}$, its relative permittivity is
\begin{equation}
\varepsilon^*(\omega)=\varepsilon'-i\varepsilon''
=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}+\frac{\sigma}{i\omega\varepsilon_0},
\qquad \Delta\varepsilon=\varepsilon_s-\varepsilon_\infty\ge 0 .
\label{eq:eps}
\end{equation}
Here $\tau>0$, and $\varepsilon_\infty>0$ is the plateau above the Debye process but below the lattice absorption. The electric modulus is $M^*=1/\varepsilon^*=M'+iM''$, so that $M''=\varepsilon''/(\varepsilon'^2+\varepsilon''^2)\ge0$.

\begin{enumerate}
\item[(a)] For $\sigma>0$ and $\Delta\varepsilon>0$, show that $M''$ is a sum of two Debye-shaped peaks with positive weights.
\item[(b)] Verify that the area under $M''$ against $\ln\omega$ is $\pi/(2\varepsilon_\infty)$ for every $\sigma>0$. Find the area for $\sigma=0$ and explain the limit $\sigma\to0$.
\item[(c)] Derive the area a second time from analyticity, and state what it depends on.
\item[(d)] Evaluate the result for ice near 263 K, with the rough values $\varepsilon_\infty=3.2$, $\varepsilon_s=100$, $\tau=50\ \mu$s and $\sigma=10^{-9}$ S/cm. Estimate what a sweep from 1 Hz to 10 MHz would give, and how effects outside the model change the area.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two peaks}

Put $s=i\omega$ and $k=\sigma/\varepsilon_0$, which is a rate. Multiplying the permittivity by $s(1+s\tau)$ gives
\begin{align}
s(1+s\tau)\,\varepsilon^*
&=\varepsilon_\infty s(1+s\tau)+\Delta\varepsilon\,s+k(1+s\tau)\nonumber\\
&=\varepsilon_\infty\tau s^2+(\varepsilon_s+k\tau)s+k\equiv D(s),
\end{align}
because $\varepsilon_\infty+\Delta\varepsilon=\varepsilon_s$. Hence
\begin{equation}
M^*=\frac{s(1+s\tau)}{D(s)} .
\label{eq:M}
\end{equation}
The discriminant of $D$ is
\begin{align}
R^2&=(\varepsilon_s+k\tau)^2-4\varepsilon_\infty k\tau\nonumber\\
&=(\varepsilon_s-k\tau)^2+4\varepsilon_s k\tau-4\varepsilon_\infty k\tau
=(\varepsilon_s-k\tau)^2+4\Delta\varepsilon\,k\tau>0 .
\end{align}
The roots are therefore real and distinct. They are negative, since all coefficients of $D$ are positive and $D(s)>0$ for $s\ge0$. Call them $-a$ and $-b$ with $0<a<b$. With $B=\varepsilon_s+k\tau$ and $R>0$,
\begin{equation}
b=\frac{B+R}{2\varepsilon_\infty\tau},\qquad
a=\frac{B-R}{2\varepsilon_\infty\tau}
=\frac{B^2-R^2}{2\varepsilon_\infty\tau(B+R)}
=\frac{2k}{B+R},
\label{eq:rates}
\end{equation}
where $B^2-R^2=4\varepsilon_\infty k\tau$ was used.

The Debye rate lies between these two rates. Indeed,
\begin{equation}
D(-1/\tau)=\frac{\varepsilon_\infty}{\tau}-\frac{\varepsilon_s+k\tau}{\tau}+k
=-\frac{\Delta\varepsilon}{\tau}<0 ,
\end{equation}
and an upward parabola is negative only between its roots. Thus $a<1/\tau<b$.

Now divide numerator and denominator of \eqref{eq:M} by $\tau$ and factor $D$:
\begin{equation}
\varepsilon_\infty M^*=\frac{s(s+1/\tau)}{(s+a)(s+b)}
=1-\frac{g_a a}{s+a}-\frac{g_b b}{s+b}.
\label{eq:pf}
\end{equation}
The constant 1 is the limit $s\to\infty$. Equating residues at $s=-a$ and $s=-b$ gives
\begin{align}
-g_a a&=\frac{(-a)(1/\tau-a)}{b-a}
&&\Rightarrow& g_a&=\frac{1/\tau-a}{b-a},\\
-g_b b&=\frac{(-b)(1/\tau-b)}{a-b}
&&\Rightarrow& g_b&=\frac{b-1/\tau}{b-a}.
\end{align}
Both weights are positive because $a<1/\tau<b$, and adding them gives $g_a+g_b=1$.

For $s=i\omega$ and a rate $r$,
\begin{equation}
-\frac{r}{r+i\omega}=-\frac{r(r-i\omega)}{r^2+\omega^2},
\end{equation}
whose imaginary part is $+\omega r/(\omega^2+r^2)$. Therefore
\begin{equation}
M''(\omega)=\frac{1}{\varepsilon_\infty}
\left[g_a\frac{\omega a}{\omega^2+a^2}+g_b\frac{\omega b}{\omega^2+b^2}\right].
\label{eq:peaks}
\end{equation}

The weights also have a meaning in time. If a total displacement $D_0$ (the charge per area still on the plates plus that already conducted through the sample) is switched on and held, the field has the Laplace transform $D_0M^*(s)/(\varepsilon_0 s)$. Since $r/[s(s+r)]=1/s-1/(s+r)$ and $g_a+g_b=1$, equation \eqref{eq:pf} gives
\begin{equation}
E(t)=\frac{D_0}{\varepsilon_0\varepsilon_\infty}
\left(g_a e^{-at}+g_b e^{-bt}\right).
\end{equation}
The field starts at the value set by $\varepsilon_\infty$ and decays to zero. As long as $\sigma>0$, its size changes the rates and the division between them, but not the total drop. Without conduction the field would instead level off at $D_0/(\varepsilon_0\varepsilon_s)$.

\subsection*{(b) The area and the limit of small conductivity}

Since $d\ln\omega=d\omega/\omega$, one peak of unit weight contributes between $\omega_1$ and $\omega_2$
\begin{equation}
\int_{\omega_1}^{\omega_2}\frac{\omega r}{\omega^2+r^2}\frac{d\omega}{\omega}
=\arctan\frac{\omega_2}{r}-\arctan\frac{\omega_1}{r}.
\label{eq:window}
\end{equation}
Over the whole axis this is $\pi/2$, whatever $r$ is. Hence
\begin{equation}
\boxed{\int_{-\infty}^{\infty}M''\,d\ln\omega
=\frac{\pi}{2\varepsilon_\infty}(g_a+g_b)=\frac{\pi}{2\varepsilon_\infty}}
\qquad(\sigma>0).
\label{eq:area}
\end{equation}
If the abscissa is $\log_{10}\omega$, the area is smaller by the factor $\ln10$.

The case $\Delta\varepsilon=0$ was set aside in (a). There $M^*=s/(\varepsilon_\infty s+k)$, so $\varepsilon_\infty M^*=1-r/(s+r)$ with $r=k/\varepsilon_\infty$. This is one peak of unit weight, and \eqref{eq:area} holds again.

For $\sigma=0$ and $b_0=\varepsilon_s/(\varepsilon_\infty\tau)$,
\begin{equation}
\varepsilon_\infty M^*=\frac{s+1/\tau}{s+b_0}
=1-\frac{b_0-1/\tau}{s+b_0}.
\end{equation}
The weight of this single peak is $(b_0-1/\tau)/b_0=1-\varepsilon_\infty/\varepsilon_s$, and the area is
\begin{equation}
\int_{-\infty}^{\infty}M''\,d\ln\omega
=\frac{\pi}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)
\qquad(\sigma=0).
\label{eq:zero}
\end{equation}

The jump between \eqref{eq:area} and \eqref{eq:zero} is carried by the slow peak. As $k\to0$, $B+R\to2\varepsilon_s$, so \eqref{eq:rates} gives $a\simeq k/\varepsilon_s$ and $b\to b_0$. Then $g_a\to1/(\tau b_0)=\varepsilon_\infty/\varepsilon_s$. The slow peak keeps the area $\pi/(2\varepsilon_s)$ while its position moves to zero frequency. A sweep with a fixed lower limit eventually loses it, although the integral over the whole axis does not.

In the opposite limit, $k\tau\gg\varepsilon_s$, one has $b\simeq k/\varepsilon_\infty$, while $a$ stays below $1/\tau$. Hence $g_b\to1$: conduction discharges the sample before the dipoles can turn, and one fast peak carries nearly all the area. For the ice parameters of (d) this is a small change in weight, since $g_b$ is already $1-\varepsilon_\infty/\varepsilon_s=0.968$ as $\sigma\to0$. The two terms also need not show as two maxima: at $10^{-7}$ S/cm $M''$ has only one.

\subsection*{(c) The area from analyticity}

Suppose $M^*(s)$ is analytic for $\mathrm{Re}\,s>0$, has no pole on the imaginary axis, and has real limits $M(0)$ and $M(\infty)$. Integrate $M^*(s)/s$ up the imaginary axis, passing $s=0$ on a small semicircle to its right, and close the path on a large semicircle in the right half-plane. No pole is enclosed. The small arc runs from angle $-\pi/2$ to $\pi/2$ and gives $i\pi M(0)$; the large arc runs back and gives $-i\pi M(\infty)$. On the axis $ds/s=d\omega/\omega$, so
\begin{equation}
\mathrm{P}\!\int_{-\infty}^{\infty}\frac{M'+iM''}{\omega}\,d\omega
=i\pi\,[M(\infty)-M(0)] .
\end{equation}
For a real response $M'$ is even and $M''$ is odd in $\omega$. The first term cancels and the second is twice its positive-frequency part:
\begin{equation}
\int_{-\infty}^{\infty}M''\,d\ln\omega=\frac{\pi}{2}\,[M(\infty)-M(0)] .
\label{eq:kk}
\end{equation}

The analyticity can be checked here. One has
\begin{equation}
s\varepsilon^*=\varepsilon_\infty s+\frac{\Delta\varepsilon}{1/s+\tau}+k .
\end{equation}
If $\mathrm{Re}\,s>0$, then $1/s$ also has positive real part, and so does every term. Thus $\varepsilon^*$ has no zero there. On the imaginary axis the real part is at least $k>0$, so $M^*/s=1/(s\varepsilon^*)$ stays finite. With $\sigma>0$, $M(0)=0$ and $M(\infty)=1/\varepsilon_\infty$, which reproduces \eqref{eq:area}. With $\sigma=0$, the only pole of $M^*$ is at $s=-b_0$, as found in (b), so the conditions hold again; now $M(0)=1/\varepsilon_s$, which reproduces \eqref{eq:zero}.

The area therefore depends on the end values of $M'$, not on the shape of the relaxation between them. For example, a Cole--Cole spread replaces $1+s\tau$ by $1+(s\tau)^{1-\alpha}$, with $0\le\alpha<1$. The Debye term in $s\varepsilon^*$ becomes $\Delta\varepsilon/(s^{-1}+\tau^{1-\alpha}s^{-\alpha})$, which still has positive real part, and both end values are unchanged.

\subsection*{(d) Ice near 263 K}

\paragraph{Peaks.} The conductivity $10^{-9}$ S/cm gives $k=1.129\times10^4\ \mathrm{s^{-1}}$ and $k\tau=0.565$. Then $B=100.565$, $R=100.529$, and
\begin{align}
b&=\frac{201.09}{2(3.2)(50\times10^{-6}\ \mathrm{s})}=6.28\times10^5\ \mathrm{s^{-1}},\\
a&=\frac{2(1.1294\times10^4\ \mathrm{s^{-1}})}{201.09}=112.3\ \mathrm{s^{-1}},\\
g_a&=\frac{20000-112.3}{628420-112.3}=0.0317,\qquad g_b=0.9683 .
\end{align}
The characteristic frequencies $a/2\pi$ and $b/2\pi$ are 17.9 Hz and 100 kHz. The actual slow maximum lies at 18.1 Hz because it sits on the rising tail of the fast peak. With $\delta=\ln(\omega/a)$, the slow term is proportional to $\tfrac12g_a(1-\delta^2/2)$ near its top and the tail to $g_b(a/b)(1+\delta)$. Their sum is largest at $\delta\simeq2g_ba/(g_ab)=0.011$, which is the 1.1\% shift found.

\paragraph{Area.} The prediction is $\pi/(2\times3.2)=0.4909$, or 0.2132 against $\log_{10}\omega$. Direct quadrature of $M''$ from \eqref{eq:eps} gives 0.49087385 at each of the conductivities $10^{-15}$, $10^{-12}$, $10^{-9}$, $10^{-6}$ and $10^{-3}$ S/cm, with the other parameters fixed. This range serves to test the formula; its upper end is not meant to describe ice. At $\sigma=0$ the quadrature gives 0.4752, lower by $\pi/(2\varepsilon_s)=0.0157$.

\paragraph{Finite sweep.} Between 1 Hz and 10 MHz the area is 0.4873, which is 0.73\% below the full value. By \eqref{eq:window}, the part of the fast peak above 10 MHz accounts for $(2/\pi)g_b\arctan(b/\omega_2)=0.62\%$, and the part of the slow peak below 1 Hz for $(2/\pi)g_a\arctan(\omega_1/a)=0.11\%$. At $10^{-15}$ S/cm the slow time $1/a$ is about 8900 s. The same sweep then gives 0.4722, equal to its $\sigma=0$ value to the digits shown. The area within the sweep then no longer shows that the sample conducts.

\paragraph{Effects outside the model.} Ice is close to a single Debye relaxation, with a wide plateau above it, which is why it suits this problem. Its conductivity depends strongly on purity, and the numbers below rest on rough or assumed inputs.

The largest effect is the choice of upper limit. Let one lumped lattice mode at 6 THz, of width 2 THz, lower the permittivity from 3.2 to 1.7. The area taken up to the optical plateau above this mode becomes $\pi/(2\times1.7)=0.924$, nearly twice the value for $\varepsilon_\infty=3.2$. Electronic absorption, left out here, would raise it further, to $\pi/2$ once the permittivity has fallen to 1. The area below 10 GHz is 0.4910, only 0.016\% above $\pi/(2\varepsilon_\infty)$. This excess is mainly the low-frequency loss tail of the mode, which scales as its width over the square of its frequency. It is 0.0035\% for a width of 0.5 THz and 0.074\% for a mode at 4 THz of width 4 THz, while the value 0.924 is unchanged. The symbol $\varepsilon_\infty$ in \eqref{eq:area} thus belongs to a frequency range, and the integral must stop on that plateau.

Real electrodes may block the charge carriers, which contradicts $M(0)=0$. As a simple case, take a lossless air gap of 1 $\mu$m in series with the ice in a cell of total thickness 1 mm, so that the gap fraction is $x=10^{-3}$. Series impedances add, and the modulus of the whole cell is
\begin{equation}
M_{\rm cell}=(1-x)M^*+x .
\end{equation}
The real constant $x$ adds nothing to $M''$, so the area falls by the fraction $x$, or 0.1\%. The apparent permittivity at low frequency, by contrast, is now limited to $1/x=1000$ instead of having a diverging conduction term. A thicker lossless layer lowers the area by its fraction $x$. This rests on the layer being lossless. If it is instead ice emptied of carriers, which keeps its Debye relaxation, then $M_{\rm cell}(0)=x/\varepsilon_s$ and $M_{\rm cell}(\infty)=1/\varepsilon_\infty$. By \eqref{eq:kk} the area then falls only by the fraction $x\varepsilon_\infty/\varepsilon_s=0.032\,x$, and the apparent low-frequency permittivity is $\varepsilon_s/x$.

An increase of $\varepsilon_\infty$ by 0.04, taken as a rough size for its anisotropy, lowers the area by 1.2\%. A Cole--Cole spread $\alpha=0.05$ leaves the full area unchanged, as (c) requires, but lowers the area within the sweep by 0.35\% relative to the sweep without spread. With an activation energy of 0.6 eV, warming by 1 K shortens $\tau$ by 9.5\%; with the other parameters fixed this moves mainly the fast peak, since $b\simeq\varepsilon_s/(\varepsilon_\infty\tau)$ while $a\simeq k/\varepsilon_s$, and leaves the full area unchanged. In real ice $\sigma$ also rises with temperature and the slow peak moves in proportion to it; if $\sigma$ had the same activation energy, both peaks would move up by about 10.5\%. Finally, a dipole of 3 D in a field of 10 V/cm has an energy of about $3\times10^{-6}\,k_{\rm B}T$, so dipole saturation is negligible at this field. The values used here are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
input eps_inf = 3.2, eps_s = 100.0
input tau = 50.0 us, sigma = 1.0e-09 S/cm
input temperature = 263 K
k = sigma/eps0 = 11294 1/s
k*tau = 0.56470
slow rate a = 112.33 1/s, fast rate b = 6.2842e+05 1/s
Debye rate 1/tau = 20000 1/s
weights: slow 0.031653, fast 0.968347
a/(2 pi) = 17.88 Hz, b/(2 pi) = 1e+05 Hz
actual maxima of M'': 18.08 Hz and 1e+05 Hz
heights of M'' there: 0.00500 and 0.15131
pi/(2 eps_inf) = 0.49087385
quadrature area, sigma = 1e-15 S/cm: 0.49087385
quadrature area, sigma = 1e-12 S/cm: 0.49087385
quadrature area, sigma = 1e-09 S/cm: 0.49087385
quadrature area, sigma = 1e-06 S/cm: 0.49087385
quadrature area, sigma = 1e-03 S/cm: 0.49087385
quadrature area, sigma = 0: 0.47516589
slow-peak area for sigma -> 0, pi/(2 eps_s) = 0.01570796
area per log10 abscissa = 0.213184
sweep limits: 1 Hz to 10 MHz
sweep area, example sigma = 0.487292
  shift from full area = -0.730 %
sweep area, sigma = 1e-15 S/cm = 0.472154
sweep area, sigma = 0 = 0.472154
slow time 1/a at sigma = 1e-15 S/cm = 8854 s
air gap 1 um in cell of 1 mm:
  area shift = -0.100 %
  apparent low-frequency permittivity = 1000.0
Cole-Cole spread parameter = 0.05
  full area = 0.49087385
  sweep-area shift = -0.351 %
lattice mode 6 THz, width 2 THz, eps above it 1.7
  whole-axis area = 0.923998
  area below 10 GHz = 0.490952, shift 0.0160 %
eps_inf anisotropy 0.04: area shift -1.23 %
activation energy 0.6 eV: tau falls by 9.5 % for 1 K warming
dipole 3.0 D in 10 V/cm: energy/kT = 2.76e-06
\end{verbatim}
